# Hylleraas upper bound to E2 and lower bounds to the polarizability

One electron in a one-dimensional hard-wall box of length 10 bohr has the polarizability 43.89 atomic units. Trial first-order functions $-c\,x\psi_0$, built on the exact ground state $\psi_0$, give 30.21 for $c=3$, 42.70 for $c=6.53$ and $-138.62$ for $c=20$. The quality varies widely, but no value exceeds 43.89. If $\psi_0$ is replaced by a parabola whose overlap with it is 0.9993, the same recipe with its best $c$ gives 44.64, which is too large. The first behaviour is a theorem; the second shows that one of its conditions is needed.

## Setting and conventions

Hartree atomic units are used. The Hamiltonian is $H_0+FV$, with $F$ the field strength. An electron has charge $-1$, so its potential energy in a field along $x$ is $+Fx$, and $V=x$. The energy and the state are expanded as

$$E(F)=E_0+FE_1+F^2E_2+\dots,\qquad \psi=\psi_0+F\psi_1+F^2\psi_2+\dots$$

The polarizability $\alpha$ along the field is defined by the term $-\tfrac12\alpha F^2$ in the energy, so $\alpha=-2E_2$.

The assumptions are these.

- $H_0$ is self-adjoint. Its lowest level $E_0$ is nondegenerate and lies a gap $\Delta>0$ below the rest of the spectrum.
- $\psi_0$ is the exact normalized eigenfunction of that level, and $V\psi_0$ is normalizable.
- The trial function $\varphi$ has finite energy and obeys the same boundary conditions and permutation symmetry as $\psi_0$.

For an atom in unbounded space, the potential of a uniform field falls without limit on one side, and $E_2$ then means the coefficient defined by the perturbation equations below. In the box, $V$ is bounded and $E_2$ is also half the curvature of the true eigenvalue.

## The first-order equation

Inserting the expansions into $(H_0+FV)\psi=E\psi$ and collecting powers of $F$ gives

$$(H_0-E_0)\psi_1=-(V-E_1)\psi_0, \tag{1}$$

$$(H_0-E_0)\psi_2+(V-E_1)\psi_1=E_2\psi_0. \tag{2}$$

Projection on $\psi_0$ removes the terms with $H_0-E_0$, because $(H_0-E_0)\psi_0=0$. Hence

$$E_1=\langle\psi_0|V|\psi_0\rangle,\qquad E_2=\langle\psi_0|V-E_1|\psi_1\rangle. \tag{3}$$

Equation (1) has a solution: its right side is orthogonal to $\psi_0$, and on the space orthogonal to $\psi_0$ the operator $H_0-E_0$ is at least $\Delta$, so it can be inverted there. The solution is fixed up to an added $a\psi_0$, which does not change $E_2$, since $\langle\psi_0|V-E_1|\psi_0\rangle=0$.

## Proof of the bound

The Hylleraas functional is

$$J[\varphi]=\langle\varphi|H_0-E_0|\varphi\rangle+2\,\mathrm{Re}\langle\varphi|V-E_1|\psi_0\rangle. \tag{4}$$

Its value at $\psi_1$ comes first. Projecting (1) on $\psi_1$ gives

$$\langle\psi_1|H_0-E_0|\psi_1\rangle=-\langle\psi_1|V-E_1|\psi_0\rangle .$$

The left side is real, so the matrix element on the right is real and equals its complex conjugate, which is $E_2$ by (3). Therefore

$$\langle\psi_1|H_0-E_0|\psi_1\rangle=-E_2,\qquad J[\psi_1]=-E_2+2E_2=E_2. \tag{5}$$

Now write an arbitrary trial function as $\varphi=\psi_1+\delta$. Expanding (4) gives

$$J[\varphi]=J[\psi_1]+2\,\mathrm{Re}\langle\delta|(H_0-E_0)\psi_1+(V-E_1)\psi_0\rangle+\langle\delta|H_0-E_0|\delta\rangle .$$

The middle term vanishes by (1), so

$$J[\varphi]-E_2=\langle\delta|H_0-E_0|\delta\rangle. \tag{6}$$

This identity needs no sum over states. Split $\delta=a\psi_0+\delta_\perp$, with $\delta_\perp$ orthogonal to $\psi_0$. The part along $\psi_0$ contributes nothing, and the rest of the spectrum lies at least $\Delta$ higher:

$$J[\varphi]-E_2=\langle\delta_\perp|H_0-E_0|\delta_\perp\rangle\ \ge\ \Delta\,\|\delta_\perp\|^2\ \ge 0. \tag{7}$$

Thus $J[\varphi]\ge E_2$, with equality if and only if $\varphi=\psi_1+a\psi_0$. Multiplication by $-2$ reverses the inequality:

$$\boxed{\ \alpha\ \ge\ -2J[\varphi]\ } \tag{8}$$

Equation (5) also shows that $E_2\le0$, so $\alpha\ge0$ for a ground state. A negative lower bound, such as the one for $c=20$, is true but carries no information.

## The role of $E_1$

Adding $a\psi_0$ to $\varphi$ leaves $J$ unchanged, because $(H_0-E_0)\psi_0=0$ and $\langle\psi_0|V-E_1|\psi_0\rangle=0$. If $E_1$ is omitted from (4), the functional becomes $J[\varphi]+2E_1\mathrm{Re}\langle\varphi|\psi_0\rangle$. The addition then shifts it by $2E_1\mathrm{Re}\,a$, which for $E_1\neq0$ can be made as negative as one likes.

A random complex Hermitian matrix of dimension 8 shows the size of the effect. It has $E_1=0.1719$ and $E_2=-0.2403$. For $\varphi=\psi_1-10\psi_0$, with $\psi_1$ orthogonal to $\psi_0$, the full functional still gives $-0.2403$. Without $E_1$ it gives $-0.24034-20\times0.17191=-3.679$, far below $E_2$. One may drop $E_1$ if it vanishes by symmetry or if $\varphi$ is kept orthogonal to $\psi_0$.

## Optimized bounds

Take $\varphi=-c\chi$ with real $c$, and define $b=\mathrm{Re}\langle\chi|V-E_1|\psi_0\rangle$ and $d=\langle\chi|H_0-E_0|\chi\rangle$. If $\chi$ is not proportional to $\psi_0$, then $d>0$, and completing the square gives

$$J=c^2d-2cb=d\left(c-\frac bd\right)^2-\frac{b^2}{d}. \tag{9}$$

The best amplitude is $c=b/d$, and

$$\alpha\ge\frac{2b^2}{d}. \tag{10}$$

For $b>0$, the unoptimized bound $-2J=4cb-2c^2d$ is positive only for $0<c<2b/d$.

For several real functions, $\varphi=-\sum_i c_i\chi_i$, let $b_i=\langle\chi_i|V-E_1|\psi_0\rangle$ and $A_{ij}=\langle\chi_i|H_0-E_0|\chi_j\rangle$. Then $J=c^TAc-2b^Tc$. Setting the derivative with respect to each $c_i$ to zero gives

$$Ac=b,\qquad \alpha\ge 2\,b^TA^{-1}b. \tag{11}$$

The matrix $A$ is positive definite if the $\chi_i$ are linearly independent and no combination of them is proportional to $\psi_0$. Enlarging the set cannot lower the bound, since the old optimum remains available.

For one electron in one dimension with a local potential $U$, $H_0=-\tfrac12\,d^2/dx^2+U(x)$, the choice $\chi=g\psi_0$ removes $U$ from the matrix elements. With real $\psi_0$ and smooth real $f$ and $g$,

$$(H_0-E_0)g\psi_0=-\tfrac12g''\psi_0-g'\psi_0'+g(H_0-E_0)\psi_0=-\tfrac12g''\psi_0-g'\psi_0' .$$

Multiplication by $f\psi_0$ turns the right side into $-\tfrac12f\,(g'\psi_0^2)'$. Integration by parts, with $\psi_0=0$ at the walls, yields

$$\langle f\psi_0|H_0-E_0|g\psi_0\rangle=\tfrac12\int f'g'\,\psi_0^2\,dx. \tag{12}$$

For $V=x$, $E_1=0$ and $f=g=x$ this gives $d=\tfrac12$ and $b=\langle x^2\rangle$, so that

$$\alpha\ge4\langle x^2\rangle^2. \tag{13}$$

A one-electron ground state in a local potential that is spread out about its mean position is therefore necessarily polarizable. If $E_1\neq0$, $\langle x^2\rangle$ is to be replaced by the variance of $x$. For $N$ electrons with local interactions the same steps give $\alpha\ge4\langle X^2\rangle^2/N$, where $X=\sum_i x_i$ is measured from its mean, so the fluctuation of the total dipole counts, not the width of the density. For two electrons in a harmonic well, repulsion widens the density while $\alpha$ stays at $2/\omega^2$.

## The box solved in closed form

The box extends over $-L/2<x<L/2$ with $L=10$ bohr. With $k=\pi/L$, the ground state is $\psi_0=N\cos kx$, where $N=\sqrt{2/L}$, and $E_0=k^2/2=0.04935$ hartree. Since $\psi_0^2$ is even, $E_1=0$. Equation (1), multiplied by $-2$, reads

$$\psi_1''+k^2\psi_1=2Nx\cos kx .$$

The source is odd, so try $\psi_1=N[Ax^2\sin kx+Bx\cos kx+C\sin kx]$. The left side becomes $N[(2A-2kB)\sin kx+4kAx\cos kx]$. Comparison gives $A=1/(2k)$ and $B=1/(2k^2)$. At $x=L/2$ the cosine vanishes and the sine is 1, so the wall condition requires $C=-AL^2/4$. Thus

$$\psi_1=N\left[\frac{x\cos kx}{2k^2}-\frac{(L^2/4-x^2)\sin kx}{2k}\right]. \tag{14}$$

In $E_2=\int\psi_0x\psi_1dx$ the first term of (14) gives $\langle x^2\rangle/(2k^2)$. For the second, use $N^2\sin kx\cos kx=-(\psi_0^2)'/(2k)$ and integrate by parts:

$$\frac1{4k^2}\int x\left(\frac{L^2}4-x^2\right)(\psi_0^2)'dx=-\frac1{4k^2}\left(\frac{L^2}4-3\langle x^2\rangle\right).$$

The sum of the two terms is

$$E_2=\frac1{k^2}\left(\frac54\langle x^2\rangle-\frac{L^2}{16}\right). \tag{15}$$

The mean square follows from $\cos^2kx=\tfrac12(1+\cos2kx)$. Two integrations by parts give $\int x^2\cos2kx\,dx=-2L/(2k)^2$ over the box, so

$$\langle x^2\rangle=\frac{L^2}{12}-\frac{L^2}{2\pi^2}=3.2673\ \text{bohr}^2,\qquad \alpha=\frac{(15-\pi^2)L^4}{12\pi^4}=43.890 .$$

In SI units $\alpha=7.2366\times10^{-40}\ \mathrm{C^2\,m^2/J}$. Finite-field diagonalization and a sum over box states give the same value to the printed digits.

## Reading the bounds

For $\varphi=-c\,x\psi_0$ the bound is $4c\langle x^2\rangle-c^2$. At $c=3$ this is $39.21-9=30.21$. At $c=20$ it is $261.38-400=-138.62$, since this amplitude exceeds $2b/d=13.07$. The best amplitude, $c=2\langle x^2\rangle=6.5345$, gives $4\times3.2673^2=42.70$, which is 2.71 % below $\alpha$.

The best trial function differs from $\psi_1$ by 7.29 % in norm, relative to the norm of $\psi_1$. The square of this is 0.53 %, about five times smaller than the error of the bound. Dividing (6) by (5) explains the difference:

$$\frac{\alpha-(-2J)}{\alpha}=\frac{\langle\delta|H_0-E_0|\delta\rangle}{\langle\psi_1|H_0-E_0|\psi_1\rangle}. \tag{16}$$

The relative error is quadratic in $\delta$, but weighted with excitation energy. The ratio $2.71/0.53\approx5.1$ is the mean excitation energy in $\delta$ divided by that in $\psi_1$. A ratio above 1 means that the error $\delta$ is weighted toward higher box states than $\psi_1$ is, and these cost more energy in (16). Being a mean, the ratio does not fix how $\delta$ is distributed over the individual states.

With $\varphi=-(c_1x+c_2x^3)\psi_0$, equation (12) turns (11) into

$$\begin{aligned}\tfrac12c_1+\tfrac32\langle x^2\rangle c_2&=\langle x^2\rangle,\\ \tfrac32\langle x^2\rangle c_1+\tfrac92\langle x^4\rangle c_2&=\langle x^4\rangle.\end{aligned}$$

The solution is $c_1=7.4543$, $c_2=-0.09383$. In the first equation this gives $3.7271-0.4598=3.2673$, as required. The bound rises to 43.8898, or $7.2365\times10^{-40}\ \mathrm{C^2\,m^2/J}$, and its shortfall is 0.0015 % of $\alpha$. The negative $c_2$ reduces the response near the walls relative to the linear factor $x$.

The bound and the identity (6) were also tested on 300 random polynomial trial functions that vanish at the walls. After optimization of the amplitude, the best of them gave 42.31.

## Where the bound fails

**Excited states.** Equation (6) holds for any nondegenerate isolated level, with its own energy in place of $E_0$, but its right side can be negative if $\delta$ contains lower states. The second box state is the lowest odd state, yet $V=x$ couples it to even functions, including the ground state. It has $E_2=+6.544$ and $\alpha=-13.09$. Even $\varphi=0$, for which $J=0$, lies below this $E_2$. A ground-state trial of amplitude 10, with the sign that lowers $J$, gives $J=-50.83$ and a supposed lower bound of 101.66. Larger amplitudes drive $J$ to $-\infty$, because the quadratic term is negative.

Being lowest in its own symmetry class is therefore not sufficient; no state accessible to $\delta$ may lie lower. If the lower eigenfunctions $\psi_m$ are known, the bound for a level $\psi_n$ can be restored. Projecting the first-order equation on $\psi_m$ gives

$$\langle\psi_m|\psi_1\rangle=-\frac{\langle\psi_m|V|\psi_n\rangle}{E_m-E_n}.$$

Giving $\varphi$ these same components removes every lower state from $\delta$, and the right side of (6) is again nonnegative.

**Degenerate ground level.** Let $g$ be a second ground state, orthogonal to $\psi_0$, with $\langle g|V|\psi_0\rangle=v\neq0$. For $\varphi=-tvg$ with $t>0$ the quadratic term vanishes and $J=-2t|v|^2$, which has no lower limit.

**Approximate ground state.** Let $a=L/2$ and replace $\psi_0$ by the normalized parabola $\tilde\psi\propto a^2-x^2$. The integrals needed are

$$\int(a^2-x^2)^2dx=\tfrac{16}{15}a^5,\qquad \int x^2(a^2-x^2)^2dx=\tfrac{16}{105}a^7,$$

so $\langle x^2\rangle=a^2/7=3.571$ bohr². The mean energy is $\tilde E=\tfrac12(\tfrac83a^3)/(\tfrac{16}{15}a^5)=5/(4a^2)=0.0500$ hartree. The kinetic energy integral of $x\tilde\psi$ is $\tfrac12(\tfrac85a^5)/(\tfrac{16}{15}a^5)=\tfrac34$, and therefore

$$\tilde d=\frac34-\frac5{4a^2}\,\frac{a^2}7=\frac47,\qquad \frac{2\langle x^2\rangle^2}{\tilde d}=\frac{a^4}{14}=44.64 .$$

This exceeds $\alpha$ by 1.71 %. Compared with the one-term bound from the exact $\psi_0$, the factor $\langle x^2\rangle^2$ grows by 1.195 and the denominator by 1.143. Their ratio, 1.045, more than covers the shortfall of 2.71 %. The quadratic form is still positive for odd trial functions, because $\tilde E$ lies below the lowest odd level, at 0.197 hartree. What fails is the rest of the proof: $\tilde\psi$ does not satisfy (1) together with $\psi_1$, so neither the value $J[\psi_1]=E_2$ nor the cancellation of the cross term is guaranteed.

## Use in calculations

The kinetic part of $\langle\varphi|H_0|\varphi\rangle$ is best evaluated as $\tfrac12\int|\varphi'|^2dx$, which requires only finite energy. A clearly negative eigenvalue of $A$ signals a violated condition or an inaccurate integral. A bound closer to $\alpha$ than the quadrature error is no longer a numerical guarantee.

If $H_0$ is a matrix in a finite basis and $\psi_0$ its exact lowest eigenvector, the theorem bounds the polarizability of that matrix model, provided $\varphi$ lies in the basis. In the basis of the two lowest box states the model has $\alpha=43.83$, below the value 43.8898 of the two-term trial function, which lies outside that basis. It does not by itself bound the polarizability of the Hamiltonian that the matrix approximates, for which $\psi_0$ is in general only approximate. The numerical output below lists the main computed values.

## Computed results

```
box length L = 10.0 bohr
ground energy E0 = 0.049348 hartree
gap to second state = 0.148044 hartree
Polarizabilities and second-order energies in atomic units:
alpha, closed form = 43.8905
alpha, finite field = 43.8905
alpha, sum over states = 43.8905
E2 = -21.9452
alpha in SI = 7.2366e-40 C^2 m^2/J
Trial -c x psi0, c in atomic units:
<x^2> in psi0 = 3.26727 bohr^2
<x psi0|H0-E0|x psi0> = 0.50000 a.u.
c = 3.0000: lower bound = 30.2073
c = 6.5345: lower bound = 42.7003
c = 20.0000: lower bound = -138.6181
relative norm error of best trial = 7.29 %
shortfall of its bound = 2.71 %
Trial -(c1 x + c2 x^3) psi0:
c1 = 7.45425 a.u., c2 = -0.093830 a.u.
lower bound = 43.88980, alpha = 43.89046
shortfall = 0.0015 %
two-term bound in SI = 7.2365e-40 C^2 m^2/J
random trials tested = 300
best optimized random bound = 42.3105
Second box state (lowest odd state), a.u.:
true E2 = 6.5441, true alpha = -13.0883
J for phi = 0: 0.0000
J for ground-state trial, amplitude 10: -50.8297
Parabola in place of psi0:
overlap with psi0 = 0.999277
mean energy = 0.050000 hartree
<x^2> = 3.57143 bohr^2
quadratic coefficient = 0.57143 a.u.
best c = 6.2500 a.u.
false lower bound = 44.6429 a.u.
excess over alpha = 1.71 %
Random Hermitian matrix, dimensionless:
dimension = 8, E1 = 0.17191
E2 from eigenvalue curvature = -0.24034
J at psi1 = -0.24034
J after adding a multiple of psi0 = -0.24034
same trial with E1 omitted = -3.67860
```
